**Phase selection in a small hafnia grain: free energy against nucleation**

The program shows that the polymorph with the lowest total free energy need not be the one that forms from a tetragonal (T) grain. O and M are the polar orthorhombic and monoclinic products; `drive`, `excess` and `sigma` are the bulk driving force, the excess outer-surface energy and the internal interface energy with T. All material parameters are round model values. The program asserts the crossing radii, interior barriers and flat-wall limit against root searches, direct maximization and a large-grain evaluation, and it confirms each wall saddle used in the four cases by finite differences. The output shows O lowest at 3 nm and M lowest at 6 nm, while exchanging two interface energies changes the phase formed at both radii. Random waiting times agree with the finite-time competition formula within the stated tolerance. A reversible three-state model gives mostly O at an early time and mostly M, the equilibrium majority, at a late time.

## Numerical check

```python
"""
Result under test: the polymorph with the lowest total free energy of a small
grain need not be the one that nucleates from the tetragonal parent.
Phases: T tetragonal parent, O polar orthorhombic, M monoclinic.
drive[i]  : bulk free energy density of T minus that of i
excess[i] : outer-surface energy of i minus that of T
sigma[i]  : energy per area of the internal T/i interface
R, r, d   : grain radius, nucleus radius, distance between their centres
Internal units are eV and nm. All material parameters are round model values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar

MJ = 1e6 * 1e-27 / const.e       # MJ/m^3 to eV/nm^3
MJA = 1e-3 * 1e-18 / const.e     # mJ/m^2 to eV/nm^2
temperature = 550.0
kT = const.k * temperature / const.e
attempt = 1e13                   # 1/s
sites = 30.0                     # 1/nm^3
hold = 3600.0                    # s
drive = {"T": 0.0, "O": 180 * MJ, "M": 200 * MJ}
excess = {"T": 0.0, "O": 20 * MJA, "M": 50 * MJA}
sets = {"A": {"O": 100 * MJA, "M": 120 * MJA},
        "B": {"O": 120 * MJA, "M": 100 * MJA}}
sigma_OM = 50 * MJA


def grain_energy(phase, R):
    """Total free energy relative to an all-T grain."""
    return (-4 * np.pi / 3 * R**3 * drive[phase]
            + 4 * np.pi * R**2 * excess[phase])


def interior_energy(r, dg, s):
    return -4 * np.pi / 3 * r**3 * dg + 4 * np.pi * r**2 * s


def interior_barrier(dg, s):
    return 16 * np.pi * s**3 / (3 * dg**2)


def numerical_interior_barrier(dg, s):
    best = minimize_scalar(lambda r: -interior_energy(r, dg, s),
                           bounds=(0.01, 4.0), method="bounded",
                           options={"xatol": 1e-10})
    return -best.fun


def overlap(r, d, R):
    """Volume, internal interface area and wall area of a wall nucleus."""
    x = (d**2 + R**2 - r**2) / (2 * d)
    wall_height = R - x
    inner_height = x - d + r
    volume = np.pi / 3 * (wall_height**2 * (3 * R - wall_height)
                          + inner_height**2 * (3 * r - inner_height))
    return volume, 2 * np.pi * r * inner_height, 2 * np.pi * R * wall_height


def wall_energy(r, d, R, dg, s, g):
    volume, inner, wall = overlap(r, d, R)
    return -dg * volume + s * inner + g * wall


def wall_saddle(R, dg, s, g):
    r = 2 * s / dg
    d = np.sqrt(R**2 + r**2 - 2 * R * r * g / s)
    return r, d, wall_energy(r, d, R, dg, s, g)


def check_saddle(R, dg, s, g):
    """Finite differences must find a stationary point with one downhill mode."""
    assert abs(g) < s
    r, d, _ = wall_saddle(R, dg, s, g)
    assert abs(R - r) < d < R + r

    def f(a, b):
        return wall_energy(r + a, d + b, R, dg, s, g)
    e = 1e-4
    slope_r = (f(e, 0) - f(-e, 0)) / (2 * e)
    slope_d = (f(0, e) - f(0, -e)) / (2 * e)
    assert max(abs(slope_r), abs(slope_d)) < 1e-4
    e = 1e-3
    rr = (f(e, 0) - 2 * f(0, 0) + f(-e, 0)) / e**2
    dd = (f(0, e) - 2 * f(0, 0) + f(0, -e)) / e**2
    rd = (f(e, e) - f(e, -e) - f(-e, e) + f(-e, -e)) / (4 * e**2)
    assert rr * dd - rd**2 < 0
    # Volume from cross-sections, independently of the cap formula
    x = (d**2 + R**2 - r**2) / (2 * d)
    lower = quad(lambda z: np.pi * (r**2 - (z - d)**2), d - r, x)[0]
    upper = quad(lambda z: np.pi * (R**2 - z**2), x, R)[0]
    assert np.isclose(lower + upper, overlap(r, d, R)[0], rtol=1e-9)


def log_rate(phase, R, s):
    dg, g = drive[phase], excess[phase]
    inside = (np.log(sites * 4 * np.pi / 3 * R**3)
              - interior_barrier(dg, s) / kT)
    wall = (np.log(sites**(2 / 3) * 4 * np.pi * R**2)
            - wall_saddle(R, dg, s, g)[2] / kT)
    return np.log(attempt) + np.logaddexp(inside, wall)


print(f"temperature {temperature:.0f} K; kT {kT:.5f} eV")
print(f"attempt frequency {attempt:.1e} 1/s; sites {sites:.0f} 1/nm^3")
print(f"hold time {hold:.0f} s")
for p in "OM":
    print(f"{p}: bulk drive {drive[p]/MJ:.0f} MJ/m^3, "
          f"surface excess {excess[p]/MJA:.0f} mJ/m^2")
print(f"O/M interface energy {sigma_OM/MJA:.0f} mJ/m^2")

# Whole-grain crossing radii: root search against the derived formula
for a, b, low, high in [("T", "O", 0.1, 2), ("T", "M", 0.1, 2),
                        ("O", "M", 1, 20)]:
    formula = 3 * (excess[b] - excess[a]) / (drive[b] - drive[a])
    root = brentq(lambda R: grain_energy(a, R) - grain_energy(b, R), low, high)
    assert np.isclose(root, formula, rtol=1e-9)
    print(f"{a}/{b} equal total free energy at R = {root:.3f} nm")

# Interior barriers: direct maximization against the formula
for label, sigma in sets.items():
    for p in "OM":
        direct = numerical_interior_barrier(drive[p], sigma[p])
        assert np.isclose(direct, interior_barrier(drive[p], sigma[p]),
                          rtol=1e-7)
        # Large-grain limit against the flat-wall contact-angle factor
        c = -excess[p] / sigma[p]
        factor = (2 - 3 * c + c**3) / 4
        flat = wall_saddle(1000.0, drive[p], sigma[p], excess[p])[2]
        assert np.isclose(flat / direct, factor, rtol=5e-3)
        print(f"set {label}, {p}: sigma {sigma[p]/MJA:.0f} mJ/m^2, "
              f"r* {2*sigma[p]/drive[p]:.3f} nm, W_in {direct:.3f} eV, "
              f"flat factor {factor:.3f}")

# Same grain energies, two exchanged interface energies
for R in (3.0, 6.0):
    energies = {p: grain_energy(p, R) for p in "TOM"}
    lowest = min(energies, key=energies.get)
    assert lowest == ("O" if R == 3.0 else "M")
    print(f"R {R:.0f} nm: F_O-F_T {energies['O']:.2f} eV, "
          f"F_M-F_T {energies['M']:.2f} eV, lowest {lowest}")
    for label, sigma in sets.items():
        barriers, logs = {}, {}
        for p in "OM":
            check_saddle(R, drive[p], sigma[p], excess[p])
            barriers[p] = wall_saddle(R, drive[p], sigma[p], excess[p])[2]
            logs[p] = log_rate(p, R, sigma[p])
        winner = max(logs, key=logs.get)
        assert winner == ("O" if label == "A" else "M")
        assert barriers[winner] == min(barriers.values())
        total_log = np.logaddexp(logs["O"], logs["M"])
        share = (np.exp(logs[winner] - total_log)
                 * -np.expm1(-np.exp(total_log) * hold))
        assert share > 0.99
        print(f"  set {label}: W_wall O {barriers['O']:.3f}, "
              f"M {barriers['M']:.3f} eV; forms {winner}")
        print(f"    log10(k s): O {logs['O']/np.log(10):.2f}, "
              f"M {logs['M']/np.log(10):.2f}; "
              f"{winner} share after hold {share:.6f}")

# Persistence of the phase that is not lowest in total free energy
for R, start, end in [(6.0, "O", "M"), (3.0, "M", "O")]:
    dg = drive["M"] - drive["O"]
    g = excess["M"] - excess["O"]
    check_saddle(R, dg, sigma_OM, g)
    barrier = wall_saddle(R, dg, sigma_OM, g)[2]
    if start == "M":
        barrier -= grain_energy("M", R) - grain_energy("O", R)
    gain = grain_energy(start, R) - grain_energy(end, R)
    assert gain > 0 and barrier > 0
    log_life = -(np.log(attempt * sites**(2 / 3) * 4 * np.pi * R**2)
                 - barrier / kT) / np.log(10)
    assert log_life > np.log10(hold) + 3
    print(f"R {R:.0f} nm, {start} to {end}: energy gain {gain:.2f} eV, "
          f"barrier {barrier:.2f} eV, log10(lifetime/s) {log_life:.1f}")

# Interface energy at which the preferred product changes
s_O = sets["A"]["O"]
interior_cross = brentq(
    lambda s: numerical_interior_barrier(drive["M"], s)
    - numerical_interior_barrier(drive["O"], s_O), 80 * MJA, 130 * MJA)
assert np.isclose(interior_cross / s_O,
                  (drive["M"] / drive["O"])**(2 / 3), rtol=1e-6)
rate_cross = brentq(lambda s: log_rate("M", 6.0, s) - log_rate("O", 6.0, s_O),
                    80 * MJA, 120 * MJA)
check_saddle(6.0, drive["M"], rate_cross, excess["M"])
assert rate_cross < interior_cross
print(f"sigma_O fixed at {s_O/MJA:.0f} mJ/m^2; changeover in sigma_M:")
print(f"  equal interior barriers {interior_cross/MJA:.2f} mJ/m^2")
print(f"  equal total rates at R 6 nm {rate_cross/MJA:.2f} mJ/m^2")

# Random waiting times test the finite-time competition formula
k_O = np.exp(log_rate("O", 6.0, s_O))
k_M = np.exp(log_rate("M", 6.0, 1.01 * rate_cross))
test_time = 1 / (k_O + k_M)
rng = np.random.default_rng(17)
wait_O = rng.exponential(1 / k_O, 200000)
wait_M = rng.exponential(1 / k_M, 200000)
sampled = np.mean((wait_O < wait_M) & (wait_O < test_time))
predicted = k_O / (k_O + k_M) * -np.expm1(-1.0)
assert abs(sampled - predicted) < 0.006   # over five sampling errors
print(f"sigma_M 1% above equal rates: eventual first-O share "
      f"{k_O/(k_O+k_M):.4f}")
print(f"  O share at one mean waiting time: formula {predicted:.4f}, "
      f"sampled {sampled:.4f}")

# Reversible three-state model: early metastability, late equilibrium
levels = np.array([0.0, -6.0, -9.0])      # T, O, M in units of kT
saddles = {(0, 1): 5.0, (0, 2): 12.0, (1, 2): 8.0}
generator = np.zeros((3, 3))
for (i, j), top in saddles.items():
    generator[j, i] = np.exp(levels[i] - top)
    generator[i, j] = np.exp(levels[j] - top)
generator -= np.diag(generator.sum(axis=0))
early_time, late_time = 3e3, 1e9
early = expm(generator * early_time)[:, 0]
late = expm(generator * late_time)[:, 0]
boltzmann = np.exp(-levels) / np.exp(-levels).sum()
assert early[1] > 0.9 and np.allclose(late, boltzmann, atol=1e-5)
print("three-state levels T,O,M (kT): "
      + ", ".join(f"{v:.0f}" for v in levels))
print("three-state saddles TO,TM,OM (kT): "
      + ", ".join(f"{v:.0f}" for v in saddles.values()))
print(f"  at {early_time:.0e} attempt times: O {early[1]:.4f}, M {early[2]:.4f}")
print(f"  at {late_time:.0e} attempt times: O {late[1]:.4f}, M {late[2]:.4f}")
print("all assertions hold")
```

Output:

```
temperature 550 K; kT 0.04740 eV
attempt frequency 1.0e+13 1/s; sites 30 1/nm^3
hold time 3600 s
O: bulk drive 180 MJ/m^3, surface excess 20 mJ/m^2
M: bulk drive 200 MJ/m^3, surface excess 50 mJ/m^2
O/M interface energy 50 mJ/m^2
T/O equal total free energy at R = 0.333 nm
T/M equal total free energy at R = 0.750 nm
O/M equal total free energy at R = 4.500 nm
set A, O: sigma 100 mJ/m^2, r* 1.111 nm, W_in 3.228 eV, flat factor 0.648
set A, M: sigma 120 mJ/m^2, r* 1.200 nm, W_in 4.518 eV, flat factor 0.794
set B, O: sigma 120 mJ/m^2, r* 1.333 nm, W_in 5.577 eV, flat factor 0.624
set B, M: sigma 100 mJ/m^2, r* 1.000 nm, W_in 2.614 eV, flat factor 0.844
R 3 nm: F_O-F_T -112.94 eV, F_M-F_T -105.88 eV, lowest O
  set A: W_wall O 1.650, M 3.015 eV; forms O
    log10(k s): O 0.92, M -11.59; O share after hold 1.000000
  set B: W_wall O 2.559, M 1.973 eV; forms M
    log10(k s): O -7.41, M -2.04; M share after hold 0.999996
R 6 nm: F_O-F_T -960.02 eV, F_M-F_T -988.26 eV, lowest M
  set A: W_wall O 1.875, M 3.329 eV; forms O
    log10(k s): O -0.55, M -13.86; O share after hold 1.000000
  set B: W_wall O 3.022, M 2.102 eV; forms M
    log10(k s): O -11.05, M -2.62; M share after hold 0.999820
R 6 nm, O to M: energy gain 28.24 eV, barrier 21.18 eV, log10(lifetime/s) 177.4
R 3 nm, M to O: energy gain 7.06 eV, barrier 4.44 eV, log10(lifetime/s) 24.7
sigma_O fixed at 100 mJ/m^2; changeover in sigma_M:
  equal interior barriers 107.28 mJ/m^2
  equal total rates at R 6 nm 95.61 mJ/m^2
sigma_M 1% above equal rates: eventual first-O share 0.7339
  O share at one mean waiting time: formula 0.4639, sampled 0.4663
three-state levels T,O,M (kT): 0, -6, -9
three-state saddles TO,TM,OM (kT): 5, 12, 8
  at 3e+03 attempt times: O 0.9942, M 0.0033
  at 1e+09 attempt times: O 0.0474, M 0.9525
all assertions hold
```
